**Charge transfer and conduction at a broken-gap InAs/p-GaSb contact**

The program tests the condition $\Delta>u_b+w_b$ for electron transfer from GaSb to InAs, where $\Delta$ is the valence–conduction overlap, $u_b$ is $E_F-E_c$ in bulk InAs and $w_b$ is $E_v-E_F$ in bulk GaSb. It asserts that the transferred density from the first integral agrees with the summed charge of a finite-difference Poisson solution, for both broken and staggered alignments. It also asserts the reversal of transfer on either side of the predicted InAs doping, the abrupt-step transmission formula, and agreement of the staggered-gap tunnelling with its WKB exponent within a stated prefactor allowance. For the example at 300 K, the local-density transfer is $6.1\times10^{11}$ cm⁻², and a hard-wall quantum calculation gives $4.2\times10^{11}$ cm⁻². The elastic channel-counting estimate of contact resistivity is $1.9\times10^{-6}$ Ω cm². Heavier InAs doping reverses the transfer but lowers this estimate, which shows that accumulation is not required for low resistance. The metal/InAs junction, heavy-hole channels and inelastic transport are not calculated.

## Program and output

```python
"""Broken-gap contact: n-InAs (z<0) on p-GaSb (z>0), in equilibrium.

Result under test: electrons move from GaSb to InAs when
    offset > u_b + w_b,
offset = Ev(GaSb)-Ec(InAs) at the interface, u_b = EF-Ec in bulk InAs,
w_b = Ev-EF in bulk GaSb. The transferred sheet density is
    Ns = sqrt(2*eps*(Pi(u0)-Pi(u_b)-N*(u0-u_b))),  dPi/du = carrier density,
with u0 fixed by equal displacement on the two sides.
The overlap of bands also gives a path without a thick forbidden layer.
Internal units: eV, nm, carriers per nm^3; eps is permittivity/e in 1/(V nm).
The zero of energy is the Fermi level. V = EF-Ec in InAs, extended
continuously into GaSb, where Ev-EF = offset-V.
"""
import numpy as np
import mpmath as mp
from math import gamma, pi
from scipy import constants as sc
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit

HB = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18      # hbar^2/2m0, eV nm^2
EPS0 = sc.epsilon_0 / sc.e * 1e-9                 # 1/(V nm)
CM3, CM2 = 1e21, 1e14                             # nm^-3, nm^-2 to cm units
DT = 0.04
TQ = np.arange(1, 276) * DT                       # sqrt(energy/kT) grid
XQ = TQ**2


class Side:
    """Majority carriers of one semiconductor, local Fermi-Dirac density."""

    def __init__(self, mass, eps_r, doping, temp=300.0, alpha=0.0):
        self.mass, self.eps, self.doping = mass, eps_r * EPS0, doping
        self.kT = sc.k * temp / sc.e
        self.Nc = 2 * (mass * self.kT / (4 * pi * HB))**1.5
        a = alpha * self.kT
        pre = self.Nc / gamma(1.5) * 2 * TQ * DT
        self.wd = pre * np.sqrt(XQ * (1 + a * XQ)) * (1 + 2 * a * XQ)
        self.wp = pre * self.kT * (2 / 3) * (XQ * (1 + a * XQ))**1.5
        self.bulk = brentq(lambda m: self.density(m) - doping, -0.6, 0.6)

    def occupation(self, mu):
        return expit(np.asarray(mu)[..., None] / self.kT - XQ)

    def density(self, mu):
        return self.occupation(mu) @ self.wd

    def density_slope(self, mu):
        f = self.occupation(mu)
        return f @ self.wd, (f * (1 - f)) @ self.wd / self.kT

    def integral(self, mu):
        return self.occupation(mu) @ self.wp

    def sheet(self, mu):
        """Signed excess majority carriers per area from the first integral."""
        d = mu - self.bulk
        s = self.integral(mu) - self.integral(self.bulk) - self.doping * d
        return np.sign(d) * np.sqrt(2 * self.eps * max(s, 0.0))


def transfer_formula(offset, el, ho):
    ends = sorted((el.bulk, offset - ho.bulk))
    u0 = brentq(lambda u: el.sheet(u) - ho.sheet(offset - u), *ends)
    return u0, el.sheet(u0)


H, N1, N2 = 0.1, 2000, 400                        # step; cells in InAs, GaSb
Z = (np.arange(N1 + N2 + 1) - N1) * H
WL = np.full(N1 + 1, H)
WL[-1] = H / 2
WR = np.full(N2 + 1, H)
WR[0] = H / 2


def poisson(offset, el, ho, electrons=None, start=None):
    """Finite-difference Poisson solution; returns V and both excess charges."""
    electrons = electrons or el.density_slope
    if start is None:
        V = np.where(Z < 0, el.bulk, offset - ho.bulk)
    else:
        V = start.copy()
    eps = np.r_[np.full(N1, el.eps), np.full(N2, ho.eps)] / H
    for _ in range(300):
        n, dn = electrons(V[:N1 + 1])
        p, dp = ho.density_slope(offset - V[N1:])
        charge, slope = np.zeros_like(V), np.zeros_like(V)
        charge[:N1 + 1] += WL * (el.doping - n)
        charge[N1:] += WR * (p - ho.doping)
        slope[:N1 + 1] -= WL * dn
        slope[N1:] -= WR * dp
        flux = eps * np.diff(V)
        res = np.diff(flux) + charge[1:-1]
        band = np.zeros((3, len(V) - 2))
        band[0, 1:] = eps[1:-1]
        band[1] = -eps[1:] - eps[:-1] + slope[1:-1]
        band[2, :-1] = eps[1:-1]
        step = solve_banded((1, 1), band, -res)
        size = np.max(np.abs(step))
        V[1:-1] += step * min(1.0, 0.05 / max(size, 1e-30))
        if size < 1e-9:
            break
    else:
        raise AssertionError("Poisson iteration did not converge")
    n = electrons(V[:N1 + 1])[0]
    p = ho.density(offset - V[N1:])
    return V, np.sum(WL * (n - el.doping)), np.sum(WR * (p - ho.doping))


def schrodinger_poisson(offset, el, ho, V):
    """Quantum electrons with a hard wall at z=0; holes remain local."""
    hop = HB / el.mass / H**2
    dos = el.mass * el.kT / (2 * pi * HB)
    for _ in range(60):
        old = V.copy()
        diag = 2 * hop - old[:N1]
        diag[0] -= hop                            # zero slope at far end
        E, psi = eigh_tridiagonal(diag, np.full(N1 - 1, -hop),
                                  select='v', select_range=(-0.6, 0.35))
        prob = psi**2 / H

        def electrons(v):
            arg = ((v - old[:N1 + 1])[:N1, None] - E) / el.kT
            n = np.sum(prob * dos * np.logaddexp(0, arg), axis=1)
            dn = np.sum(prob * dos * expit(arg), axis=1) / el.kT
            return np.r_[n, 0.0], np.r_[dn, 0.0]

        V, _, holes = poisson(offset, el, ho, electrons, old)
        if np.max(np.abs(V - old)) < 1e-6:
            return V, holes, electrons(V[:N1 + 1])[0]
    raise AssertionError("Schrodinger-Poisson did not converge")


# Rough typical material parameters and chosen dopings
OFFSET, GAP_IN, GAP_GA = 0.15, 0.354, 0.726
M_E, M_H, EPS_IN, EPS_GA = 0.023, 0.40, 15.1, 15.7
ND, NA = 1e17 / CM3, 1e19 / CM3
P = np.sqrt(GAP_IN * HB / M_E)                    # two-band coupling, eV nm


def cell_edges(V, offset):
    mid = (V[1:] + V[:-1]) / 2
    left = np.arange(N1 + N2) < N1
    ec = np.where(left, -mid, offset - mid + GAP_GA)
    ev = np.where(left, -mid - GAP_IN, offset - mid)
    return ec, ev


def transmission(E, V, offset):
    """Two-band wave propagated through the band profile, k_parallel=0."""
    ec, ev = cell_edges(V, offset)
    r1 = np.sqrt((E + V[0]) / (E + V[0] + GAP_IN))
    top = offset - V[-1]
    r2 = np.sqrt((top + GAP_GA - E) / (top - E))
    c, v = np.ones_like(E, dtype=complex), r2.astype(complex)
    for j in range(N1 + N2 - 1, -1, -1):
        a, b = (E - ec[j]) / P, (E - ev[j]) / P
        kh = np.sqrt(a * b + 0j) * H
        co, si = np.cos(kh), H * np.sinc(kh / pi)
        c, v = co * c - 1j * si * b * v, co * v - 1j * si * a * c
    incoming = (c + v / r1) / 2
    return r2 / (r1 * np.abs(incoming)**2)


def resistivity(V, offset, kT):
    """Elastic channel-counting estimate, ohm cm^2."""
    lo, hi = -V[0], offset - V[-1]
    x, w = np.polynomial.legendre.leggauss(80)
    E = lo + (hi - lo) * (x + 1) / 2
    k1 = (E - lo) * (E - lo + GAP_IN) / P**2
    k2 = (hi - E) * (hi - E + GAP_GA) / P**2
    modes = np.minimum(k1, k2) / (4 * pi)
    f = expit(-E / kT)
    total = np.sum(w * (hi - lo) / 2 * f * (1 - f) / kT
                   * transmission(E, V, offset) * modes)
    return 1e-14 / (2 * sc.e**2 / sc.h * total)


el, ho = Side(M_E, EPS_IN, ND), Side(M_H, EPS_GA, NA)
kT = el.kT

# Carrier statistics against polylogarithms and a numerical derivative
for mu in (-0.10, 0.03, 0.14):
    exact = -el.Nc * float(mp.re(mp.polylog(1.5, -mp.exp(mu / kT))))
    assert abs(el.density(mu) / exact - 1) < 1e-7
    d = 1e-4
    numeric = (el.integral(mu + d) - el.integral(mu - d)) / (2 * d)
    assert abs(numeric / el.density(mu) - 1) < 1e-4

# Charge transfer: first integral against the summed Poisson charge
u0, ns = transfer_formula(OFFSET, el, ho)
V, q_el, q_ho = poisson(OFFSET, el, ho)
assert ns > 0 and abs(q_el / ns - 1) < 0.005 and abs(q_ho / ns - 1) < 0.005
assert abs(V[N1] - u0) < 5e-4

# Same dopings, staggered alignment: depletion must replace accumulation
STAG = -0.30
u0s, nss = transfer_formula(STAG, el, ho)
Vs, qs, _ = poisson(STAG, el, ho)
assert nss < 0 and abs(qs / nss - 1) < 0.005

# Reversal of transfer at the predicted InAs doping
n_rev = el.density(OFFSET - ho.bulk)
for factor, sign in ((0.8, 1), (1.2, -1)):
    trial = Side(M_E, EPS_IN, factor * n_rev)
    assert sign * poisson(OFFSET, trial, ho)[1] > 0
heavy = Side(M_E, EPS_IN, 1e18 / CM3)
Vh, qh, _ = poisson(OFFSET, heavy, ho)
assert qh < 0

# Abrupt-step transmission formula against wave propagation
flat = np.full_like(V, u0)
zero = np.array([0.0])
ra = np.sqrt(u0 / (u0 + GAP_IN))
rb = np.sqrt((OFFSET - u0 + GAP_GA) / (OFFSET - u0))
tau_step = 4 * ra * rb / (ra + rb)**2
assert abs(transmission(zero, flat, OFFSET)[0] / tau_step - 1) < 1e-6

# Tunnelling in the staggered case against the WKB exponent
tau = transmission(zero, V, OFFSET)[0]
tau_s = transmission(zero, Vs, STAG)[0]
ec, ev = cell_edges(Vs, STAG)
wkb = 2 * H * np.sum(np.sqrt(np.maximum(0, -ec * ev * 1.0 * (ec > 0) * (ev < 0)))) / P
# WKB omits a prefactor of order one to ten, hence the absolute tolerance
assert wkb > 8 and abs(np.log(tau_s) + wkb) < 2.5
ec_b, ev_b = cell_edges(V, OFFSET)
gap_cells = int(np.sum((ec_b > 0) & (ev_b < 0)))
assert gap_cells == 0

rho = resistivity(V, OFFSET, kT)
rho_local = resistivity(flat, OFFSET, kT)
rho_s = resistivity(Vs, STAG, kT)
rho_h = resistivity(Vh, OFFSET, kT)
assert rho_s > 1e4 * rho and rho_h < rho

# Effects outside the local parabolic model
Vq, ns_q, n_q = schrodinger_poisson(OFFSET, el, ho, V)
assert abs(Vq[N1 // 2] - el.bulk) < 1e-3 and ns_q > 0
near = Z[:N1 + 1] > -60
peak = np.argmax(np.where(near, n_q, 0))
kane = Side(M_E, EPS_IN, ND, alpha=1 / GAP_IN)
ns_k = transfer_formula(OFFSET, kane, ho)[1]
holes_in = ho.Nc * np.exp(-(el.bulk + GAP_IN) / kT)


def show(label, value, unit, fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit}")


show("Band overlap", OFFSET, "eV", ".2f")
show("InAs gap", GAP_IN, "eV", ".3f")
show("GaSb gap", GAP_GA, "eV", ".3f")
show("InAs electron mass", M_E, "m0", ".3f")
show("GaSb hole density-of-states mass", M_H, "m0", ".2f")
show("InAs relative permittivity", EPS_IN, "(none)", ".1f")
show("GaSb relative permittivity", EPS_GA, "(none)", ".1f")
show("InAs donor density", ND * CM3, "cm^-3", ".2e")
show("GaSb acceptor density", NA * CM3, "cm^-3", ".2e")
show("Thermal energy at 300 K", kT, "eV", ".5f")
show("InAs effective density of states", el.Nc * CM3, "cm^-3", ".3e")
show("GaSb effective density of states", ho.Nc * CM3, "cm^-3", ".3e")
show("Bulk InAs EF-Ec", el.bulk, "eV")
show("Bulk GaSb Ev-EF", ho.bulk, "eV")
show("Total band bending", OFFSET - el.bulk - ho.bulk, "eV")
show("Interface InAs EF-Ec", u0, "eV")
show("Interface GaSb Ev-EF", OFFSET - u0, "eV")
show("InAs share of bending", u0 - el.bulk, "eV")
show("GaSb share of bending", OFFSET - u0 - ho.bulk, "eV")
show("Transferred density, formula", ns * CM2, "cm^-2", ".3e")
show("Transferred density, Poisson sum", q_el * CM2, "cm^-2", ".3e")
show("Transferred charge", ns * CM2 * sc.e * 1e6, "uC/cm2", ".4f")
show("Interface field in InAs", 10 * ns / el.eps, "MV/cm", ".4f")
show("Interface electron density", el.density(u0) * CM3, "cm^-3", ".3e")
show("Interface hole density", ho.density(OFFSET - u0) * CM3, "cm^-3", ".3e")
show("InAs doping at which transfer reverses", n_rev * CM3, "cm^-3", ".3e")
show("Two-band coupling P", P, "eV nm", ".3f")
show("GaSb light-hole mass implied by P", HB * GAP_GA / P**2, "m0", ".4f")
show("Abrupt-step transmission at EF", tau_step, "(none)", ".3f")
show("Transmission at EF through bent bands", tau, "(none)", ".3f")
show("Contact resistivity, elastic bulk-to-bulk", rho, "ohm cm2", ".2e")
show("Contact resistivity, interface edges", rho_local, "ohm cm2", ".2e")
show("Staggered case: Ev(GaSb)-Ec(InAs)", STAG, "eV", ".2f")
show("Staggered case: transferred density", nss * CM2, "cm^-2", ".3e")
show("Staggered case: interface InAs Ec-EF", -u0s, "eV")
show("Staggered case: WKB exponent at EF", wkb, "(none)", ".2f")
show("Staggered case: transmission at EF", tau_s, "(none)", ".2e")
show("Staggered case: tunnel-only resistivity", rho_s, "ohm cm2", ".2e")
show("Heavy InAs doping", heavy.doping * CM3, "cm^-3", ".2e")
show("Heavy doping: transferred density", qh * CM2, "cm^-2", ".3e")
show("Heavy doping: elastic resistivity", rho_h, "ohm cm2", ".2e")
show("Hard-wall quantum transferred density", ns_q * CM2, "cm^-2", ".3e")
show("Quantum/local transfer ratio", ns_q / ns, "(none)", ".3f")
show("Quantum electron peak distance", -Z[peak], "nm", ".1f")
show("Quantum electron peak density", n_q[peak] * CM3, "cm^-3", ".3e")
show("Nonparabolic InAs transferred density", ns_k * CM2, "cm^-2", ".3e")
for off in (0.10, 0.20):
    val = transfer_formula(off, el, ho)[1]
    show(f"Transferred density, overlap {off:.2f} eV", val * CM2, "cm^-2", ".3e")
for temp in (77.0, 400.0):
    e_t = Side(M_E, EPS_IN, ND, temp)
    h_t = Side(M_H, EPS_GA, NA, temp)
    val = transfer_formula(OFFSET, e_t, h_t)[1]
    show(f"Transferred density at {temp:.0f} K", val * CM2, "cm^-2", ".3e")
show("Thermal hole density in bulk InAs, rough", holes_in * CM3, "cm^-3", ".1e")
print("no test failed")
```

Output:

```
Band overlap: 0.15 eV
InAs gap: 0.354 eV
GaSb gap: 0.726 eV
InAs electron mass: 0.023 m0
GaSb hole density-of-states mass: 0.40 m0
InAs relative permittivity: 15.1 (none)
GaSb relative permittivity: 15.7 (none)
InAs donor density: 1.00e+17 cm^-3
GaSb acceptor density: 1.00e+19 cm^-3
Thermal energy at 300 K: 0.02585 eV
InAs effective density of states: 8.753e+16 cm^-3
GaSb effective density of states: 6.348e+18 cm^-3
Bulk InAs EF-Ec: 0.0137 eV
Bulk GaSb Ev-EF: 0.0258 eV
Total band bending: 0.1104 eV
Interface InAs EF-Ec: 0.1116 eV
Interface GaSb Ev-EF: 0.0384 eV
InAs share of bending: 0.0979 eV
GaSb share of bending: 0.0125 eV
Transferred density, formula: 6.067e+11 cm^-2
Transferred density, Poisson sum: 6.067e+11 cm^-2
Transferred charge: 0.0972 uC/cm2
Interface field in InAs: 0.0727 MV/cm
Interface electron density: 6.321e+17 cm^-3
Interface hole density: 1.349e+19 cm^-3
InAs doping at which transfer reverses: 7.319e+17 cm^-3
Two-band coupling P: 0.766 eV nm
GaSb light-hole mass implied by P: 0.0472 m0
Abrupt-step transmission at EF: 0.356 (none)
Transmission at EF through bent bands: 0.324 (none)
Contact resistivity, elastic bulk-to-bulk: 1.93e-06 ohm cm2
Contact resistivity, interface edges: 1.29e-07 ohm cm2
Staggered case: Ev(GaSb)-Ec(InAs): -0.30 eV
Staggered case: transferred density: -6.992e+11 cm^-2
Staggered case: interface InAs Ec-EF: 0.3102 eV
Staggered case: WKB exponent at EF: 24.85 (none)
Staggered case: transmission at EF: 1.79e-11 (none)
Staggered case: tunnel-only resistivity: 3.47e+03 ohm cm2
Heavy InAs doping: 1.00e+18 cm^-3
Heavy doping: transferred density: -2.238e+11 cm^-2
Heavy doping: elastic resistivity: 1.28e-07 ohm cm2
Hard-wall quantum transferred density: 4.187e+11 cm^-2
Quantum/local transfer ratio: 0.690 (none)
Quantum electron peak distance: 9.0 nm
Quantum electron peak density: 3.528e+17 cm^-3
Nonparabolic InAs transferred density: 7.723e+11 cm^-2
Transferred density, overlap 0.10 eV: 3.049e+11 cm^-2
Transferred density, overlap 0.20 eV: 9.401e+11 cm^-2
Transferred density at 77 K: 4.564e+11 cm^-2
Transferred density at 400 K: 7.273e+11 cm^-2
Thermal hole density in bulk InAs, rough: 4.2e+12 cm^-3
no test failed
```
